\section*{When a local exchange potential reproduces the Hartree–Fock energy, part 3}

We compare the exchange-only optimized effective potential (xOEP) energy $E_{\rm OEP}=\inf_vE[P_v]$ with the Hartree--Fock (HF) energy $E_{\rm HF}$. Orbitals are real, $N$ occupied ($i$) and the rest virtual ($a$), in a basis of size $M$. $P_v$ projects on the $N$ lowest eigenvectors of $H=T+V=F+\Delta$, where $V$ is the matrix of $v=v_{\rm ext}+v_H+v_x$, $F=h+J+K_x$ and $\Delta=V_x-K_x$.

In HF orbitals, $k_{ia}=\langle i|K_x|a\rangle$ and $(Bv)_{ia}=\int v\,\phi_i\phi_a$. The columns of $Q$ are an orthonormal basis of $\mathcal N$, the null vectors $c$ with $\sum c_{ia}\phi_i\phi_a=0$; $g=Q^{\mathsf T}k$, and for finite $M$ the range of $B$ is $\mathcal N^\perp$. A change of $H$ by $\delta V$ gives, to first order,
\begin{equation}
\delta P_{ai}=-\frac{\delta V_{ai}}{\varepsilon_a-\varepsilon_i}.
\label{eq:dP}
\end{equation}
With $\kappa$ the mixed block of $P-P_{\rm HF}$, $X$ the symmetric matrix of mixed blocks and $\mathcal G$ the interaction kernel,
\begin{equation}
E[P]-E_{\rm HF}=\sum_{ia}D_{ia}\,\kappa_{ai}^2+\tfrac12X\cdot\mathcal G\cdot X+O(\kappa^3),\qquad D_{ia}=\epsilon_a-\epsilon_i .
\label{eq:second}
\end{equation}
With $z_{ia}=F_{ia}/(\varepsilon_a-\varepsilon_i)$ in the eigenbasis of $H$, the OEP equation is
\begin{equation}
z\in\mathcal N .
\label{eq:oep}
\end{equation}

\textbf{Result B.} $P_{\rm HF}$ commutes with some local $H$ if and only if $g=0$. Some potential attains $E[P_v]=E_{\rm HF}$ if and only if $g=0$ and one of the solutions of $Bv_x=k$ obeys Aufbau.

\textbf{Result C.} Suppose $g\ne0$, and suppose that every $W\in\mathcal L$ with $W_{ia}=0$ is a multiple of the unit matrix. Then $E_{\rm OEP}>E_{\rm HF}$.

Here $\mathcal L$ is the set of local-potential matrices. The proof uses compactness: unbounded potentials, normalized, would converge to a forbidden non-constant $W$. The gap-opening route adds $sw$, $s\to\infty$, with $w$ of matrix $1-2P_{\rm HF}$.

The example is an open chain of $L=10$ sites with $N=3$ spinless fermions, $t=1$, site energies as printed at the end, and repulsion $U/|\mu-\nu|$ for $\mu\neq\nu$. Its complete basis, $M=L$, has products of rank $L-1$, so $Bw=0$ only for constant $w$. At $U=2t$, minimization gave $\Delta E=E_{\rm OEP}-E_{\rm HF}=9.013\times10^{-3}\,t$. The printout also covers an earlier acetylene test.

\subsection{The size of the difference at weak coupling}

Let the interaction be proportional to $U$, let the rank be $L-1$ with the smallest nonzero singular value bounded away from zero as $U\to0$, and let $h$ have a gap at level $N$. We first bound $v_x$. The choice $v_x=0$ has $\Delta=-K_x=O(U)$, so $\kappa=O(U)$ and $\Delta E\le O(U^2)$. As $U\to0$ the energy of the optimal projectors therefore tends to the minimum of $\operatorname{tr}hP$, and the projectors tend to its unique minimizer. The compactness argument of Result C excludes unbounded potentials and makes any limit $V$ satisfy $(V-V_{\rm ext})_{ia}=0$, so $v-v_{\rm ext}$ tends to a constant, which we set to zero. Thus $\Delta\to0$, and \eqref{eq:dP}, with $F$ as the unperturbed matrix and $\Delta$ as the perturbation, gives
\begin{equation}
\kappa_{ai}=-\frac{\Delta_{ia}}{D_{ia}}+O(\Delta^2).
\end{equation}
In \eqref{eq:second} the interaction term is $O(U\kappa^2)$ and the first term is at least $\min D\,\|\kappa\|^2$, so $\Delta E\le O(U^2)$ forces $\kappa=O(U)$. The mixed block of $\Delta$ is $Bv_x-k$, and $B$ is bounded below on zero-sum vectors, so $\|v_x\|$ is at most a constant times $\|\kappa\|+O(U)+O(\Delta^2)$; with $\Delta\to0$ the last term is absorbed on the left, and $v_x=O(U)$. All neglected terms are then $O(U^3)$:
\begin{equation}
E[P_v]-E_{\rm HF}=\Delta^{\mathsf T}D^{-1}\Delta+O(U^3),
\end{equation}
where $\Delta$ now denotes the vector of mixed elements and $D$ the diagonal matrix. As $v_x$ varies, $Bv_x$ covers $\mathcal N^\perp$, so $\Delta$ covers all vectors with $Q^{\mathsf T}\Delta=-Q^{\mathsf T}k=-g$. We add the constraint with multipliers $2\lambda$ and differentiate $\Delta^{\mathsf T}D^{-1}\Delta+2\lambda^{\mathsf T}(Q^{\mathsf T}\Delta+g)$ with respect to $\Delta$:
\begin{align}
2D^{-1}\Delta+2Q\lambda=0\ &\Rightarrow\ \Delta=-DQ\lambda,\\
Q^{\mathsf T}\Delta=-g\ &\Rightarrow\ \lambda=(Q^{\mathsf T}DQ)^{-1}g .
\end{align}
The inverse exists because $D$ is positive and $Q$ has independent columns, and the stationary point is the minimum because the form is positive definite. Inserting, $\Delta^{\mathsf T}D^{-1}\Delta=\lambda^{\mathsf T}Q^{\mathsf T}DQ\lambda=g^{\mathsf T}\lambda$, so
\begin{equation}
E_{\rm OEP}-E_{\rm HF}=g^{\mathsf T}(Q^{\mathsf T}DQ)^{-1}g+O(U^3).
\label{eq:weak}
\end{equation}
Two limits agree with earlier results. The expression vanishes exactly when $g=0$, as in Result B. In the eigenbasis of $H$ the mixed block of $F=H-\Delta$ is $-\Delta$, so to leading order $z=-D^{-1}\Delta=Q\lambda$, which lies in $\mathcal N$ as \eqref{eq:oep} demands.

In the complete ten-site basis, direct minimization and \eqref{eq:weak} give $3.66422\times10^{-6}\,t$ and $3.57121\times10^{-6}\,t$ at $U=0.04\,t$, a ratio of $1.0260$, and $9.14893\times10^{-7}\,t$ and $9.03171\times10^{-7}\,t$ at $U=0.02\,t$, a ratio of $1.0130$. The deviation relative to the formula halves with $U$, as an $O(U^3)$ remainder requires, and the linear extrapolation $2\times1.01298-1.02604=0.9999$ is the tested quantity. The minimized $\Delta E/U^2$ is $9.14893\times10^{-7}/0.02^2=2.287\times10^{-3}$, $3.66422\times10^{-6}/0.04^2=2.290\times10^{-3}$ and $9.013\times10^{-3}/2^2=2.253\times10^{-3}$ in units of $1/t$ at $U=0.02$, $0.04$ and $2\,t$. The value at $U=2t$ lies within 1.5 percent of the value at $0.02\,t$. Most of the drift of the ratio comes from the formula, whose HF ingredients depend on $U$. The closeness at $U=2t$ is accidental and does not extend the range of \eqref{eq:weak}: $\Delta E/U^2$ rises with $U$ to a maximum near $U=t$, falls again, and passes its weak-coupling value near $U=2t$.

\subsection{The complete basis in the continuum}

Counting fails when $n$ and the space of functions are both infinite, so null vectors are constructed. Completeness means that the virtual orbitals form an orthonormal basis of the orthogonal complement of the occupied space in $L^2$; any such basis serves, so a continuous spectrum causes no difficulty. A null vector is now an array with $\sum c_{ia}^2<\infty$ for which the partial sums of $\sum c_{ia}\phi_i\phi_a$ tend to zero in $L^1$, the norm that pairs with bounded potentials.

Let $N\ge2$ and let $\phi_1\neq0$ almost everywhere. For a bounded function $\gamma$ set
\begin{equation}
f_1=\phi_2\gamma,\qquad f_2=-\phi_1\gamma,\qquad f_i=0\quad(i>2).
\end{equation}
Both functions are square integrable because $\gamma$ is bounded, and $\phi_1f_1+\phi_2f_2=\phi_1\phi_2\gamma-\phi_2\phi_1\gamma=0$ at every point. They lie in the virtual space if
\begin{equation}
\int\phi_k\phi_2\,\gamma=0,\qquad\int\phi_k\phi_1\,\gamma=0,\qquad k=1,\dots,N .
\label{eq:cond}
\end{equation}
The product $\phi_1\phi_2$ occurs in both lists, so there are at most $2N-1$ distinct linear conditions. Among combinations of $m$ independent bounded functions, at least $m-(2N-1)$ independent ones satisfy them. For these, completeness gives $f_i=\sum_ac_{ia}\phi_a$ with $c_{ia}=\langle a|f_i\rangle$ and $\sum c_{ia}^2=\|f_1\|_2^2+\|f_2\|_2^2$. Truncate at $M$ and write $\tau_i=f_i-\sum_{a\le M}c_{ia}\phi_a$ for the tail. The partial sum is $\sum_i\phi_i(f_i-\tau_i)=-\sum_i\phi_i\tau_i$, and the triangle and Cauchy--Schwarz inequalities with $\|\phi_i\|_2=1$ give
\begin{equation}
\Big\|\sum_{i}\sum_{a\le M}c_{ia}\phi_i\phi_a\Big\|_1\le\|\tau_1\|_2+\|\tau_2\|_2\ \longrightarrow\ 0 .
\label{eq:tail}
\end{equation}
The map $\gamma\mapsto c$ is linear and one-to-one, since $c=0$ gives $\phi_1\gamma=0$ and hence $\gamma=0$. Because $m$ is arbitrary, $\dim\mathcal N=\infty$. The choice $\gamma=1$ gives the trivial identity with $f_1=\phi_2$ occupied, and it violates \eqref{eq:cond} through $\int\phi_2^2=1$, which shows why the conditions are needed.

The construction does not depend on where the orbitals come from, and it is tested with the eigenfunctions of a particle of unit mass in $x^2/2+x^4/10+x/5$ (atomic units), on a sinc grid of 161 points with spacing $0.1$ bohr. The two occupied levels lie at $0.54554$ and $1.76184\,E_h$. Six trial functions, $\cos kx$ and $\sin kx$ for $k=1,2,3$ bohr$^{-1}$, and $2N-1=3$ conditions leave $6-3=3$ null vectors, whose independence is tested. Each is scaled to $\|f_1\|^2+\|f_2\|^2=1$, and norms are dimensionless grid sums. The largest $L^1$ residuals and largest bounds are $0.388$ and $0.772$ at $M=6$, $2.49\times10^{-2}$ and $4.98\times10^{-2}$ at $M=10$, $8.65\times10^{-7}$ and $2.32\times10^{-6}$ at $M=20$, and $1.8\times10^{-15}$ and $5.2\times10^{-15}$ at $M=40$, while $\|c\|$ rises to 1. At $M=10$ the smallest $\|c\|$ is $0.99888367$, so the largest combined tail is $\sqrt{1-0.99888367^2}=0.0472$; a sum of two tails lies between this and $\sqrt2$ times it, $0.0668$, and $0.0498$ does. A large finite basis is thus nearly dependent even where it is independent in exact arithmetic. At $M=20$ the three vectors $c$ tested here, of unit norm to the digits printed, give residuals below $10^{-6}$, so an exchange component along any one of them can be matched only by a potential whose maximum is at least $10^6$ times larger than that component, by $|\int v\rho_c|\le\max|v|\,\|\rho_c\|_1$.

\subsection{One orbital, and what dependence does not prove}

For $N=1$ a null vector means $\phi_1f=0$ with $f=\sum_ac_a\phi_a\in L^2$. If $\phi_1\ne0$ almost everywhere, as for a nodeless ground orbital, then $f=0$ and $c=0$. The products stay independent in the complete basis, and the collapse is physical. Acting on its own orbital,
\begin{equation}
(K_x\phi_1)(\mathbf r)=-\phi_1(\mathbf r)\int\frac{\phi_1^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' ,
\end{equation}
which is multiplication by a local function. For a two-electron singlet $v_H$ is twice that integral, so $v_x=-v_H/2$ makes $\phi_1$ an eigenfunction of the local Hamiltonian in any basis, and a nodeless $\phi_1$ is its ground state in the complete one. On the ten-site chain with the eigenvectors of $h$, $N=1$ gives 9 products of rank 9 and $N=2$ gives 16 products of rank 9, both tested. Independence for $N=1$ carries no lower bound in the continuum: a normalized $f$ placed where $\phi_1$ is small makes $\|\phi_1f\|_1$ as small as desired.

For $N\ge2$ dependence removes the guarantee that some local potential leaves the HF occupied space invariant, but it does not by itself separate the energies. If a bounded $v_x$ matches $k$, then $\sum c_{ia}k_{ia}=0$ for each constructed vector. Since $K_x$ is symmetric and $f_i=\sum_ac_{ia}\phi_a$, this sum is
\begin{equation}
\langle K_x\phi_1|f_1\rangle+\langle K_x\phi_2|f_2\rangle=\int\gamma\,\big[\phi_2K_x\phi_1-\phi_1K_x\phi_2\big].
\end{equation}
A linear functional that vanishes wherever the finitely many functionals \eqref{eq:cond} vanish is a linear combination of them, so the bracket must be a combination, with constant coefficients, of the products $\phi_1\phi_k$ and $\phi_2\phi_k$. For $N=2$, with $u_{ij}$ the Coulomb potential of $\phi_i\phi_j$, we have $K_x\phi_1=-(\phi_1u_{11}+\phi_2u_{12})$ and $K_x\phi_2=-(\phi_1u_{12}+\phi_2u_{22})$. Multiplying by $\phi_2$ and $\phi_1$ and subtracting, the requirement is
\begin{equation}
\phi_1\phi_2\,(u_{22}-u_{11})+(\phi_1^2-\phi_2^2)\,u_{12}=\alpha\,\phi_1^2+\beta\,\phi_1\phi_2+\eta\,\phi_2^2
\label{eq:N2}
\end{equation}
at every point, with three constants $\alpha,\beta,\eta$. For a contact interaction $u_{ij}\propto\phi_i\phi_j$, and the left side is proportional to $\phi_1\phi_2(\phi_2^2-\phi_1^2)+(\phi_1^2-\phi_2^2)\phi_1\phi_2=0$, which is correct because same-spin fermions do not feel a contact force. For the Coulomb interaction \eqref{eq:N2} demands an identity between functions with only three free numbers, and it has to be examined system by system; where it fails, no bounded $v_x$ leaves the HF occupied space invariant.

The gap-opening route is closed in the complete basis if every nonzero function in the occupied space is nonzero almost everywhere. If $W_{ia}=0$ for all $a$, multiplication by $w$ maps the $N$-dimensional occupied space into itself as a symmetric operator, so it has an eigenfunction $\phi$ there, $(w-\lambda)\phi=0$, and $w=\lambda$ almost everywhere. Two finite-dimensional steps are lost, however. The range of $B$ need not be closed, so $g=0$ remains necessary but is no longer automatically sufficient, and the compactness behind Result C is unavailable, so the strict inequality for the infimum is proved here only for finite $M$, which includes the complete lattice basis. Apart from the acetylene comparison values for other bases, other penalties, the plain matching potential and the unrestricted determinant, the tabulated values and the computed energies quoted are either printed by the numerical check after this text or follow from printed values by the arithmetic shown.

\section*{Computed values}
\begin{verbatim}
C2H2 RHF/STO-3G: R_CC 1.2 A, R_CH 1.06 A, basis 12, occupied 7
ov products 35, rank 34
Gram eigenvalues: null 1.4e-17, next 2.839e-06, max 0.4236 Eh
null vector: pi-pi weight 1.0000000000, max field 5.3e-14 bohr^-3
g = c.Kx 1.0e-14 Eh; max|Kx_ov| 0.3162 Eh
E_HF -75.85338949 Eh; E(local v) - E_HF -4.3e-14 Eh
HF HOMO -0.35002, LUMO 0.39653 Eh
local HOMO -0.42239, LUMO 0.23710, gap 0.65949 Eh = 17.946 eV
grid points 88632; v_x range -12.76 to 23.02 Eh
quadrature matrix error 5.9e-07 Eh; E(quadrature) - E_HF 2.8e-14 Eh
Fermi-Amaldi E - E_HF 0.031489 Eh = 0.8569 eV
lattice: L 10, N 3, t 1, U 2.0 t, site energies (t) [0.0, 0.3, -0.2, 0.1, -0.4, 0.2, 0.0, -0.1, 0.4, -0.3]
M  products rank sigma_min |g|(t) gap(t) E_HF(t) E_OEP-E_HF(t)
 4   3   3 2.10e-01 0.000e+00  1.4974 -3.03224926 0.000e+00
 5   6   6 8.72e-02 0.000e+00  0.7742 -3.09274932 1.332e-15
 6   9   9 4.94e-03 0.000e+00  0.0344 -3.09694142 0.000e+00
 7  12   9 2.55e-02 6.793e-02  0.5514 -3.09928941 3.412e-03
 8  15   9 1.38e-01 9.447e-02  0.5349 -3.09934119 7.973e-03
 9  18   9 1.47e-01 1.093e-01  0.5241 -3.09937668 8.943e-03
10  21   9 1.49e-01 1.096e-01  0.5237 -3.09940644 9.013e-03
M=4 minimiser from Fermi-Amaldi start: E - E_HF 4.4e-16 t
M=4 v_H + s w: E - E_HF 3.335e-04, 7.366e-09, 1.850e-09 t at s=0,100,200 t
ratio s=100 / s=200: 3.9812
M=10 gradient vs finite difference: 9.8e-11
M=10 OEP: |z| 9.1137e-02, max|dE/dv| 3.8e-16, restart spread 8.9e-16 t
M=10 OEP Hxc potential minus mean (t): [-0.451, -0.261, 0.177, 0.483, 0.058, 0.048, 0.406, 0.171, -0.227, -0.405]
U 0.04 t: minimised 3.66422e-06 t, formula 3.57121e-06 t, ratio 1.02604
U 0.02 t: minimised 9.14893e-07 t, formula 9.03171e-07 t, ratio 1.01298
ratio extrapolated to U=0: 0.99991
complete lattice basis N=1: products 9, rank 9
complete lattice basis N=2: products 16, rank 9
oscillator x^2/2+x^4/10+x/5, dx 0.1 bohr, 161 points, e1 0.54554, e2 1.76184 Eh
M 6: min|c| 0.82906406, max L1 residual 3.88e-01, max bound 7.72e-01
M 10: min|c| 0.99888367, max L1 residual 2.49e-02, max bound 4.98e-02
M 20: min|c| 1.00000000, max L1 residual 8.65e-07, max bound 2.32e-06
M 40: min|c| 1.00000000, max L1 residual 1.77e-15, max bound 5.21e-15
trial functions 6, conditions 3, independent null vectors 3
\end{verbatim}
